\section*{Does a straight line in (αhν)² give the direct gap?}

\section{Question}

I have absorption spectra of a direct-gap semiconductor. I plot $(\alpha h\nu)^2$ against photon energy, fit a line to a straight part and read the gap from its zero. I was told that this works for any direct semiconductor.

To check it, I made synthetic spectra from the Elliott formula, with excitons and Gaussian broadening. The zero misses the gap I put in, apparently by something like the exciton binding energy. Is that the general size of the error? If so, may I choose the straightest part of the plot and add the binding energy to the result?

\section{Answer}

No to both. An error of the order of the binding energy belongs to a line drawn on a narrow exciton edge. A line through the absorption above the gap can miss by far more, and its straightness does not warn you. To see why, start with what the plot assumes.

\subsection{What is being plotted}

Let $E=h\nu$, let $G$ be the gap, and take parabolic bands with reduced mass $\mu$. The transition is dipole allowed, with an interband momentum matrix element $p_{cv}$ independent of wavevector. The refractive index is constant over the spectrum.

Light creates a pair of negligible total momentum, with relative wavefunction $\phi_\lambda(\mathbf r)=V^{-1/2}\sum_{\mathbf k}c_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ in volume $V$. Its transition amplitude is proportional to
\begin{equation}
p_{cv}\sum_{\mathbf k}c_{\mathbf k}=p_{cv}\sqrt V\,\phi_\lambda(0).
\end{equation}
For vector-potential amplitude $A$, the golden rule gives a rate per volume proportional to $A^2S(E)$, where
\begin{equation}
S(E)=\sum_\lambda|\phi_\lambda(0)|^2\delta(E-E_\lambda).
\end{equation}
The absorbed power is $E$ times this rate, and the incident intensity is proportional to $E^2A^2$. Their ratio gives $\alpha\propto S/E$, so $\alpha E\propto S(E)$.

For a Coulomb attraction screened by a constant permittivity $\varepsilon$, define the exciton radius and binding energy
\begin{equation}
a=\frac{4\pi\varepsilon\hbar^2}{\mu e^2},\qquad R=\frac{\hbar^2}{2\mu a^2}.
\end{equation}
Then $e^2/(4\pi\varepsilon)=\hbar^2/(\mu a)=2Ra$. Measure $r$ in $a$ and set $x=(E-G)/R$. Only s states have $\phi(0)\neq0$. Writing them as $\phi=u/(\sqrt{4\pi}\,r)$ in units of $a^{-3/2}$, with $\int u^2dr=1$, gives
\begin{equation}
-u''-\frac2r u=xu,\qquad u(0)=0,\qquad |\phi(0)|^2=\frac{u'(0)^2}{4\pi a^3}.
\end{equation}
Since $\delta(E-E_j)=\delta(x-x_j)/R$, a convenient dimensionless spectrum is
\begin{equation}
s(x)=4\pi^2a^3R\,S=\pi\sum_j u_j'(0)^2\,\delta(x-x_j).
\label{eq:s}
\end{equation}

First remove the attraction. In a large sphere of radius $L$, $u=\sqrt{2/L}\sin kr$, with $x=k^2$ and level spacing $\pi/L$ in $k$. Hence
\begin{equation}
s=\pi\,\frac{2k^2}{L}\,\frac L\pi\,\frac{dk}{dx}
=2k^2\,\frac1{2k}=\sqrt x .
\end{equation}
Thus $(\alpha E)^2\propto E-G$, and the line does give the gap. This is a result for pairs that do not attract, without broadening. A direct gap alone does not guarantee it.

\subsection{Restoring the attraction}

Let $f$ be the solution with $f(0)=0$ and $f'(0)=1$. It obeys $rf''+2f+xrf=0$. Its Laplace transform $F(p)=\int_0^\infty e^{-pr}f\,dr$ turns $f''$ into $p^2F-1$ and multiplication by $r$ into $-d/dp$:
\begin{equation}
-(p^2+x)F'-2pF+2F=0,
\qquad
\frac{F'}F=\frac{2-2p}{p^2+x}.
\label{eq:laplace}
\end{equation}
The initial conditions require $F\to1/p^2$ at large $p$.

For a bound state put $x=-\kappa^2$, $\kappa>0$. Integrating (\ref{eq:laplace}) gives
\begin{equation}
F=(p-\kappa)^{1/\kappa-1}(p+\kappa)^{-1/\kappa-1}.
\end{equation}
A singularity at $p=\kappa$ would make $f$ grow as $e^{\kappa r}$. It is absent when $1/\kappa=n=1,2,\ldots$, so $x_n=-1/n^2$. On the imaginary axis $|F(i\omega)|^2=(\omega^2+\kappa^2)^{-2}$, and Parseval's theorem gives the norm:
\begin{equation}
\int_0^\infty f^2dr=\frac1{2\pi}\int_{-\infty}^{\infty}
\frac{d\omega}{(\omega^2+\kappa^2)^2}
=\frac1{4\kappa^3}=\frac{n^3}{4}.
\end{equation}
The normalized state is $u=f/(\int f^2dr)^{1/2}$, so $u'(0)^2=4/n^3$. By (\ref{eq:s}) its line has weight $4\pi/n^3$.

For the continuum put $x=k^2$, which gives
\begin{equation}
F=(p-ik)^{-1-i/k}(p+ik)^{-1+i/k}.
\end{equation}
The singularities at $p=\pm ik$ fix the behaviour at large $r$. Near $p=ik$ the second factor is $(2ik)^{-1+i/k}$, whose modulus is $e^{-\pi/(2k)}/(2k)$. The first factor has the inverse transform $r^{i/k}e^{ikr}/\Gamma(1+i/k)$. Adding the complex conjugate from $p=-ik$ gives an oscillation of amplitude $B/k$, with
\begin{equation}
B^2=\frac{e^{-\pi/k}}{|\Gamma(1+i/k)|^2}
=e^{-\pi/k}\frac{\sinh(\pi/k)}{\pi/k}
=\frac{1-e^{-z}}z,\qquad z=\frac{2\pi}k.
\end{equation}
The second equality uses $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$. In the large sphere $\int f^2dr\simeq LB^2/(2k^2)$, so $u'(0)^2=2k^2/(LB^2)$. The logarithmic Coulomb phase changes the level density by a relative amount that vanishes as $L\to\infty$. The free result is therefore multiplied by $1/B^2$. Since $kz=2\pi$,
\begin{equation}
s(x)=\sum_{n=1}^\infty\frac{4\pi}{n^3}\,
\delta\!\left(x+\frac1{n^2}\right)
+\theta(x)\frac{2\pi}{1-e^{-z}},
\qquad z=\frac{2\pi}{\sqrt x}.
\label{eq:elliott}
\end{equation}

This is the Elliott spectrum. Just above the gap it equals $2\pi$, where free pairs would give zero. Just below, the lines have weight $4\pi/n^3$ and spacing approaching $2/n^3$, so their mean strength per unit $x$ also tends to $2\pi$. Once the high lines are blurred together, there is no absorption edge at the gap for a line to find.

For broadening, I take a Gaussian distribution of gaps about $G$, with standard deviation $\sigma$ and common $R$ and $p_{cv}$. The factor $1/E$ in $\alpha$ does not depend on the local gap. Averaging $\alpha$ therefore convolves $s$ with a Gaussian of width $w=\sigma/R$ in $x$. Below, $Y=s^2$ is the plotted quantity up to a constant factor.

\subsection{A line on the exciton edge}

If $w\ll1$, the 1s line is isolated. With $v=x+1$,
\begin{equation}
Y\propto e^{-v^2/w^2},\quad
Y'=-\frac{2v}{w^2}Y,\quad
Y''=\left(\frac{4v^2}{w^4}-\frac2{w^2}\right)Y.
\end{equation}
The steepest point on the rising side has $Y''=0$ and $v<0$, hence $v=-w/\sqrt2$. Its tangent reaches zero at
\begin{equation}
v-\frac Y{Y'}=v+\frac{w^2}{2v}
=-\frac w{\sqrt2}-\frac w{\sqrt2}=-\sqrt2\,w.
\end{equation}
In energy, the zero is at
\begin{equation}
E_{\rm edge}\simeq G-R-\sqrt2\,\sigma\qquad(\sigma\ll R).
\label{eq:edge}
\end{equation}
A line on a narrow exciton edge thus gives an error of the size you describe. In this limit, adding $R$ to the intercept still leaves about $-\sqrt2\,\sigma$.

When the broadening is not small, the other lines and the continuum merge with the 1s line. The computed zero of the steepest tangent, relative to the gap and in units of $R$, is then:
\begin{center}
\begin{tabular}{rrr}
$\sigma/R$ & with attraction & without\\
0.1 & $-1.14$ & $0.03$\\
0.5 & $-1.69$ & $0.15$\\
1 & $-2.23$ & $0.30$\\
5 & $-4.37$ & $1.48$\\
20 & $-6.43$ & $5.92$
\end{tabular}
\end{center}
The last column is proportional to $\sigma$ for a simple reason. The function $\sqrt x$ has no energy scale of its own, so its broadened form is $\sqrt w\,g(x/w)$, and the steepest point and the zero of its tangent both scale with $w$. Broadening alone puts the zero of the steepest tangent above the gap; with attraction it lies below throughout this range.

\subsection{A line through the continuum}

Now fit above the gap and ignore broadening for the moment. From $z=2\pi x^{-1/2}$ we have $dz/dx=-z/(2x)$. Differentiating $s=2\pi/(1-e^{-z})$ gives
\begin{equation}
\frac{s'}s=-\frac{e^{-z}}{1-e^{-z}}\frac{dz}{dx}
=\frac z{2x(e^z-1)},
\qquad
\frac Y{Y'}=\frac s{2s'}=\frac{x(e^z-1)}z .
\end{equation}
The tangent at $x$ therefore reaches zero at $x-Y/Y'=-M$. Using $x=4\pi^2/z^2$,
\begin{equation}
M=x\,\frac{e^z-1-z}{z}=4\pi^2\,\frac{e^z-1-z}{z^3}.
\label{eq:miss}
\end{equation}
Since $e^z>1+z$, $M$ is positive: each such tangent points below the gap.

How small can $M$ be? Its derivative is
\begin{equation}
\frac{dM}{dz}=\frac{4\pi^2}{z^4}\,h(z),\qquad
h=z(e^z-1)-3(e^z-1-z)=e^z(z-3)+2z+3 .
\end{equation}
Here $h(0)=h'(0)=0$ and $h''=e^z(z-1)$. Thus $h'$ first falls below zero and then rises through it once. Consequently $h$ is negative up to a single positive root and positive beyond it, and $M$ has one minimum. Numerically,
\begin{equation}
z=2.149,\qquad x=8.55,\qquad M_{\min}=21.59 .
\end{equation}
The tangent that comes closest to the gap still misses it by more than 21 binding energies.

The minimum has an awkward location. The derivative of the intercept is
\begin{equation}
\frac d{dx}\left(x-\frac Y{Y'}\right)
=1-\frac{Y'^2-YY''}{Y'^2}=\frac{YY''}{Y'^2},
\end{equation}
so the smallest miss occurs where $Y''=0$. At this inflection point the plot is locally straightest. A good linear fit there reports a local property of the curve, whereas reading the gap requires the curve to stay linear down to zero. It does not: $Y$ tends to $4\pi^2$ at the gap.

Moving the window up beyond the inflection does not help. For small $z$, expand $e^z$ in (\ref{eq:miss}):
\begin{equation}
M=4\pi^2\left(\frac1{2z}+\frac16+\frac z{24}+\cdots\right)
=\pi\sqrt x+\frac{2\pi^2}3+\frac{\pi^3}{3\sqrt x}+\cdots .
\end{equation}
In energy the leading error is $\pi\sqrt{R(E-G)}$, which grows with the height of the window. At $x=100$ the miss is $39R$, or 39 per cent of the distance from the gap to the point of tangency. At a fixed distance from the gap the error does vanish as $R\to0$, as it must, but only as $\sqrt R$.

\subsection{Why a least-squares fit cannot escape}

The same bound covers a least-squares line through three or more distinct points of the unbroadened continuum. Its residuals $\rho_i$ obey $\sum\rho_i=0$ and $\sum x_i\rho_i=0$. Suppose they are not all zero. The first condition demands a sign change. If there were just one, at $x=b$ between data points, all nonzero products $(x_i-b)\rho_i$ would have the same sign. Their sum could not vanish, contrary to the two conditions. So there are at least two sign changes, and the line cuts the continuous curve at two points $x_1<x_2$. If all residuals are zero, the data points themselves are such cuts.

Let the line be $m(x-c)$. Because $Y$ is positive and increasing, $m>0$ and $c<x_1$. The ratio $Y/(x-c)$ equals $m$ at both cuts, so by Rolle's theorem its derivative vanishes at some $\xi$ between them:
\begin{equation}
Y'(\xi)(\xi-c)=Y(\xi),\qquad
c=\xi-\frac{Y(\xi)}{Y'(\xi)}=-M(\xi)\le-M_{\min}.
\end{equation}
The fitted line has the same zero as some tangent within the window. No choice of window in the unbroadened continuum brings that zero closer to $G$ than $M_{\min}R\approx21.59R$.

\subsection{Numbers for one spectrum}

Take round model parameters $G=1500$ meV, $R=10$ meV and $\sigma=5$ meV, so $w=0.5$. These fits use the broadened spectrum.

\begin{itemize}
\item \textbf{Exciton edge.} The rising side of the peak, between 20 and 80 per cent of its height in $Y$, runs from 1484.0 to 1488.1 meV. The fitted zero is 1482.8 meV, an error of $1482.8-1500=-17.2$ meV, or $-1.72R$, with $r^2=0.997$. Equation (\ref{eq:edge}) gives $-10-\sqrt2\times5=-17.1$ meV. That equation describes the steepest tangent for $\sigma\ll R$, not a least-squares line. The computed steepest tangent at $w=0.5$ gives $-1.69R$, or $-16.9$ meV, so the three values agree to about 0.3 meV.
\item \textbf{From 50 to 150 meV above the gap.} This is $x=5$ to 15 and contains the inflection. The zero is 1281.7 meV, an error of $-218.3$ meV, or $-21.8R$, with $r^2=0.99999$.
\item \textbf{From 100 to 300 meV above the gap.} The zero is 1263.8 meV, an error of $-236.2$ meV, or $-23.6R$, with $r^2=0.9998$.
\end{itemize}

The largest $r^2$ of the three comes with an error more than twelve times that of the edge fit. Without attraction, but with the same broadening, the two upper windows give 1500.1 meV. The large errors there come from the electron-hole attraction, not from the broadening.

The numerical check also solves the pair equation by finite differences in a large box, without using (\ref{eq:elliott}). In the 50 to 150 meV window that spectrum gives a zero at 1281.6 meV.

\subsection{What to do instead}

If the 1s and 2s peaks are narrow enough to stand clear of the neighbouring lines, their positions are $E_1=G-R$ and $E_2=G-R/4$. Hence $E_2-E_1=3R/4$, and
\begin{equation}
G=E_1+R=E_1+\frac43(E_2-E_1).
\end{equation}
With $\sigma$ reduced to 0.4 meV in the example, the peaks lie at 1490.0 and 1497.5 meV. This gives $1490.0+(4/3)\times7.5=1500.0$ meV. A visible 2s maximum is not enough by itself: as $\sigma$ grows, the higher lines and the continuum pull it upward. At $\sigma=0.1R$ it lies near $G-0.21R$, and the formula places the gap about $0.05R$ too high.

If the peaks are not resolved, fit the broadened Elliott spectrum to $\alpha E$, with amplitude, $G$, $R$ and $\sigma$ free. Include both the exciton peak and part of the continuum: the peak area scales as amplitude times $R$, while the plateau near the gap scales as the amplitude, so together they constrain $R$. I tried this on the box spectrum for $\sigma=5$ meV, with random noise of 0.5 per cent of the peak. The fit returned $G=1500.1$ meV, $R=10.05$ meV and $\sigma=5.00$ meV.

That success shows that the parameters can be recovered at this broadening and noise level when the model is right; larger broadening or noise was not tested. Real data can depart from it through nonparabolic bands, a matrix element or refractive index that varies with energy, anisotropic masses, or screening that changes the Coulomb law. The factor 21.59 belongs to the three-dimensional model used here and is not a correction to add to measured intercepts. A high window is the most exposed to band nonparabolicity, since it reaches furthest from the band edge.

So keep the linear plot for cases in which the attraction is negligible on the scale of the fit, meaning that $MR$ from (\ref{eq:miss}), evaluated across the fit window, is below the error you can accept. That quantity is never smaller than $M_{\min}R$, and since every term of its expansion in $z$ is positive, it always exceeds the leading term $\pi\sqrt{R(E-G)}$. This condition concerns the attraction only, since $M$ was derived without broadening. The window must also lie many $\sigma$ above the gap. For free pairs and $x\gg w$, the Gaussian average of $\sqrt x$ is $\sqrt x-w^2/(8x^{3/2})$, so $Y\simeq x-w^2/(4x)$, and the zero of the tangent lies at $+w^2/(2x)$, that is $\sigma^2/[2(E-G)]$ above the gap. At 100 meV above the gap with $\sigma=5$ meV this is about 0.1 meV, as in the fits without attraction. A visible exciton peak is a reason to fit the exciton spectrum instead.

\section*{Calculated quantities}
\begin{verbatim}
box vs Elliott, largest relative deviation: 8.3e-05
box vs free pairs, largest relative deviation: 1.9e-04
bound strength per energy at n=50: 6.2819
continuum s just above the gap: 6.2832
tangent at x=2: zero 35.82 R below the gap
tangent at x=8: zero 21.60 R below the gap
tangent at x=30: zero 26.21 R below the gap
tangent at x=100: zero 39.17 R below the gap
smallest continuum miss: 21.589 R
at x = 8.547, z = 2.1491
inflection of Y from differences: x = 8.547
500 random windows, zero closest to gap: -21.660 R
steepest tangent: sigma/R, error/R with and without attraction
    0.1    -1.141     0.030
    0.2    -1.283     0.059
    0.5    -1.689     0.148
    1.0    -2.231     0.296
    2.0    -3.003     0.592
    5.0    -4.372     1.479
   10.0    -5.543     2.958
   20.0    -6.430     5.915
inputs: gap 1500 meV, R 10 meV, sigma 5 meV
exciton peak of Y: 1490.7 meV
edge fit window: 1484.0 to 1488.1 meV
edge fit: zero 1482.8 meV, error -17.2 meV, r2 0.9974
window gap+50 to gap+150 meV: zero 1281.7 meV
  error -218.3 meV, r2 0.999990
  same window without attraction: zero 1500.14 meV
  box spectrum, same window: zero 1281.6 meV
window gap+100 to gap+300 meV: zero 1263.8 meV
  error -236.2 meV, r2 0.999794
  same window without attraction: zero 1500.07 meV
Elliott fit, noise 0.5 percent of the peak (value, standard error):
  gap: 1500.07, 0.04 meV
  R: 10.05, 0.03 meV
  sigma: 5.00, 0.02 meV
narrow spectrum, sigma 0.4 meV:
  1s peak 1490.00 meV, 2s peak 1497.50 meV
  gap from the two peaks: 1500.00 meV
\end{verbatim}
